# Mass Transfer from Laminar Flow to a Flat Absorbing Plate

A film grows on a flat plate swept by a reactant-bearing gas. In the model reactor treated below, the growth rate is 16.06 nm/min at 2.5 cm from the leading edge and 8.03 nm/min at 10 cm. The average over the whole 10 cm is again 16.06 nm/min. Why does a fourfold distance halve the rate, and why does the average equal the local value at one quarter of the length? Both facts follow from the similarity form of the boundary layer, which also fixes the size of the rate.

## Setting and theorem

The plate occupies $y=0$, $x>0$. Gas arrives with uniform speed $U$ along $x$ and carries a reactant at concentration $c_\infty$. The velocity components are $u$ along the plate and $v$ away from it; $\nu$ is the kinematic viscosity and $D$ the reactant diffusivity. Define

$$
Re=\frac{Ux}{\nu},\qquad Sc=\frac{\nu}{D},\qquad Sh=\frac{kx}{D},\qquad k=\frac{j}{c_\infty},
$$

where $j>0$ is the molar flux into the wall. All four quantities except $Sc$ are local, that is, they depend on $x$.

**Assumptions.**

1. The flow is steady, laminar and two-dimensional, with constant properties and no streamwise pressure gradient. Buoyancy, thermal diffusion and gas-phase reactions are absent.
2. The velocity and concentration layers are thin compared with $x$.
3. The reactant is dilute, so deposition does not appreciably draw gas towards the wall.
4. The surface consumes reactant so fast that $c=0$ at $y=0$.

**Theorem.** Let $f$ solve

$$
f'''+\tfrac12 ff''=0,\qquad f(0)=f'(0)=0,\qquad f'(\infty)=1, \tag{1}
$$

and let $F(\eta)=\int_0^\eta f(s)\,ds$. Then

$$
Sh=K(Sc)\,Re^{1/2},\qquad
\frac1{K(Sc)}=\int_0^\infty e^{-Sc\,F(\eta)/2}\,d\eta. \tag{2}
$$

Moreover $K(1)=f''(0)\approx0.332$, and $K\to A\,Sc^{1/3}$ with $A\approx0.339$ as $Sc\to\infty$.

The cube-root rule $Sh\approx0.332\,Re^{1/2}Sc^{1/3}$ is therefore an approximation to (2). Its coefficient belongs to $Sc=1$, and the large-$Sc$ coefficient is about 2% higher.

## Lemma 1: the velocity field

Under assumptions 1 and 2 the governing equations are

$$
u_x+v_y=0,\qquad uu_x+vu_y=\nu u_{yy},\qquad uc_x+vc_y=Dc_{yy}, \tag{3}
$$

where subscripts denote derivatives. Diffusion along $x$ has been dropped: for a layer of thickness $\delta$ it is smaller than diffusion along $y$ by a factor of order $(\delta/x)^2$.

**Claim.** With $\eta=y\sqrt{U/(\nu x)}$, the velocity is

$$
u=Uf'(\eta),\qquad v=\tfrac12\sqrt{\nu U/x}\,(\eta f'-f), \tag{4}
$$

where $f$ satisfies (1).

**Proof.** Continuity holds identically if $u=\psi_y$ and $v=-\psi_x$. Take $\psi=\sqrt{\nu Ux}\,f(\eta)$. Since

$$
\eta_y=\sqrt{\frac{U}{\nu x}},\qquad \eta_x=-\frac{\eta}{2x},
$$

the $y$-derivative of $\psi$ gives $u=Uf'$. The $x$-derivative gives

$$
v=-\frac12\sqrt{\frac{\nu U}{x}}\,f+\sqrt{\nu Ux}\,\frac{\eta}{2x}f',
$$

which is (4). The two parts of the acceleration are

$$
uu_x=-\frac{U^2}{2x}\eta f'f'',\qquad
vu_y=\frac{U^2}{2x}(\eta f'-f)f''.
$$

The terms containing $\eta$ cancel, leaving $-U^2ff''/(2x)$. The viscous term is $\nu u_{yy}=U^2f'''/x$. Equating them and multiplying by $x/U^2$ gives $f'''+\frac12ff''=0$.

No slip requires $f'(0)=0$, and an impermeable wall then requires $f(0)=0$. The free stream requires $f'(\infty)=1$. The same condition supplies the uniform inlet, because $\eta\to\infty$ when $x\to0$ at fixed $y>0$. $\square$

## Lemma 2: the wall shear coefficient

Let $a=f''(0)$. It can be found without repeated guesses of $f''(0)$.

**Claim.** If $g$ obeys the same differential equation with $g(0)=g'(0)=0$, $g''(0)=1$, and if $G=g'(\infty)$, then $a=G^{-3/2}$.

**Proof.** Dividing the equation for $g$ by $g''$ and integrating gives $g''=\exp(-\frac12\int_0^\eta g\,ds)>0$. Hence $g'$ increases, $g$ eventually grows at least linearly, and $g''$ decays fast enough for $G$ to be finite. Now set $f(\eta)=\lambda g(\lambda\eta)$. Each derivative brings one more factor $\lambda$, so

$$
f'''+\tfrac12ff''=\lambda^4\left(g'''+\tfrac12gg''\right)=0.
$$

The outer condition is $\lambda^2G=1$, which gives $\lambda=G^{-1/2}$. Finally $f''(0)=\lambda^3g''(0)=G^{-3/2}$. $\square$

Numerical integration gives $G=2.08541$, hence $a=0.33206$.

At large $\eta$, $f'\to1$ and $f\to\eta-\beta$ with a constant $\beta$. By (4), the outflow at the edge is

$$
v_e=\frac{\beta}{2}\sqrt{\frac{\nu U}{x}}.
$$

The computed coefficient is $\beta/2=0.8604$, so $\beta\approx1.721$. Gas is pushed outwards because the plate slows the stream near it.

## Proof of the theorem

Write $c=c_\infty\varphi(\eta)$. From (4),

$$
uc_x=-\frac{Uc_\infty}{2x}\eta f'\varphi',\qquad
vc_y=\frac{Uc_\infty}{2x}(\eta f'-f)\varphi'.
$$

Their sum is $-Uc_\infty f\varphi'/(2x)$. Diffusion contributes $Dc_{yy}=DUc_\infty\varphi''/(\nu x)$. Equating the two and multiplying by $\nu x/(DUc_\infty)$ gives

$$
\varphi''+\frac{Sc}{2}f\varphi'=0,\qquad \varphi(0)=0,\quad \varphi(\infty)=1. \tag{5}
$$

This is a first-order linear equation for $\varphi'$. With $K=\varphi'(0)$, its solution is $\varphi'=Ke^{-Sc\,F/2}$. Integrating from the wall to infinity must give 1, which determines $K$ as in (2).

Concentration rises away from the wall, so the flux into the wall is

$$
j=D\,c_y\big|_{y=0}=Dc_\infty K\sqrt{\frac{U}{\nu x}}.
$$

Therefore

$$
Sh=\frac{jx}{c_\infty D}=K\sqrt{\frac{Ux}{\nu}}=K\,Re^{1/2}.
$$

For $Sc=1$, the integral need not be evaluated: equation (1) is itself equation (5) with $\varphi=f'$, and the boundary values agree. Thus $K(1)=f''(0)=a$. Momentum and reactant then spread equally, and their normalized profiles coincide. The large-$Sc$ statement is proved in Lemma 3. $\square$

**Corollary (plate average).** Since $k=KD\sqrt{U/\nu}\,x^{-1/2}$, the average over a plate of length $L$ is

$$
\bar k=\frac1L\int_0^Lk\,dx
=\frac{KD}{L}\sqrt{\frac U\nu}\;2L^{1/2}=2k(L).
$$

The same power law gives $k(L/4)=2k(L)$. Hence $\bar k=k(L/4)$, which explains the coincidence in the opening numbers.

## Lemma 3: large Schmidt number

**Claim.** As $Sc\to\infty$,

$$
K=\frac{A\,Sc^{1/3}}{1+\dfrac1{45Sc}+O(Sc^{-2})},\qquad
A=\frac{(a/12)^{1/3}}{\Gamma(4/3)}. \tag{6}
$$

**Proof.** When $Sc$ is large, the integrand in (2) is appreciable only at small $\eta$. There $f\approx a\eta^2/2$. Substituting this into $f'''=-\frac12ff''$ gives $f'''\approx-a^2\eta^2/4$. Three integrations, followed by a fourth for $F$, yield

$$
f=\frac{a\eta^2}{2}-\frac{a^2\eta^5}{240}+\cdots,\qquad
F=\frac{a\eta^3}{6}-\frac{a^2\eta^6}{1440}+\cdots.
$$

Let $s=Sc\,a\eta^3/12$. Then $\eta^6=144s^2/(a^2Sc^2)$, and the exponent becomes

$$
-\frac{Sc\,F}{2}=-s+\frac{Sc\,a^2\eta^6}{2880}+\cdots
=-s+\frac{s^2}{20Sc}+O(Sc^{-2}).
$$

Also $d\eta=\frac13(12/(aSc))^{1/3}s^{-2/3}ds$. Expanding the small part of the exponential,

$$
\begin{aligned}
\frac1K&=\frac13\left(\frac{12}{aSc}\right)^{1/3}
\int_0^\infty s^{-2/3}e^{-s}\left(1+\frac{s^2}{20Sc}+\cdots\right)ds\\
&=\frac13\left(\frac{12}{aSc}\right)^{1/3}
\left[\Gamma(\tfrac13)+\frac{\Gamma(\tfrac73)}{20Sc}+\cdots\right].
\end{aligned}
$$

Here $\Gamma(\frac73)=\frac43\cdot\frac13\Gamma(\frac13)=\frac49\Gamma(\frac13)$, so the relative correction is $4/(9\cdot20Sc)=1/(45Sc)$. With $\frac13\Gamma(\frac13)=\Gamma(\frac43)$, inversion gives (6). The region where the small-$\eta$ series is not valid contributes an exponentially small amount, since $F$ increases with $\eta$. $\square$

The value is $A=0.33872$. At $Sc=100$, quadrature of (2) gives 0.02220 for $Sc(A\,Sc^{1/3}/K-1)$, against $1/45=0.02222$.

**Remark (origin of the cube root).** For large $Sc$ the reactant layer, of thickness $\delta_c$, lies deep inside the velocity layer. The speed at its edge is of order $aU\delta_c/\ell$, with $\ell=\sqrt{\nu x/U}$. Diffusion during the transit time gives

$$
\delta_c^2\sim D\,\frac{x\ell}{aU\delta_c},\qquad
\left(\frac{\delta_c}{\ell}\right)^3\sim\frac{Dx}{aU\ell^2}=\frac{1}{a\,Sc}.
$$

A thinner layer sits in slower gas. At fixed $\nu$, its thickness therefore varies as $D^{1/3}$, more weakly than the $D^{1/2}$ of a uniform stream. The transfer coefficient, of order $D/\delta_c$, varies as $D^{2/3}$, more strongly than the $D^{1/2}$ of a uniform stream.

**Remark (why 0.332 works so widely).** The correction in (6) has a small coefficient. Even at $Sc=1$, where the expansion is not guaranteed to be accurate, its first two terms give $0.33872/(1+1/45)=0.3314$, only 0.2% below the true 0.3321. The ratio $K/Sc^{1/3}$ therefore changes little from $Sc=1$ to infinity. The errors below are those of the 0.332 rule relative to (2).

| $Sc$ | $K$ | $K/Sc^{1/3}$ | error |
|---:|---:|---:|---:|
| 0.01 | 0.0516 | 0.2395 | +38.6% |
| 0.1 | 0.1400 | 0.3017 | +10.0% |
| 0.6 | 0.2770 | 0.3284 | +1.1% |
| 2 | 0.4223 | 0.3352 | −1.0% |
| 10 | 0.7281 | 0.3380 | −1.8% |
| 1000 | 3.3871 | 0.3387 | −2.0% |

Over 25 sampled values from $Sc=0.6$ to $10^4$, the largest error in magnitude was 1.98%.

## Lemma 4: small Schmidt number

**Claim.** As $Sc\to0$,

$$
\frac1K=\sqrt{\frac{\pi}{Sc}}+\beta+O(Sc^{1/2}),\qquad
K\to\sqrt{\frac{Sc}{\pi}}. \tag{7}
$$

**Proof.** The integrand in (2) now extends to $\eta$ of order $Sc^{-1/2}$, far outside the velocity layer. There $f=\eta-\beta$ up to rapidly decaying terms, so $F=\eta^2/2-\beta\eta+O(1)$. Put $\eta=z/\sqrt{Sc}$:

$$
\frac{Sc\,F}{2}=\frac{z^2}{4}-\frac{\beta\sqrt{Sc}}{2}z+O(Sc).
$$

Consequently

$$
\frac1K=\frac1{\sqrt{Sc}}\int_0^\infty e^{-z^2/4}
\left(1+\frac{\beta\sqrt{Sc}}2z+O(Sc)\right)dz.
$$

The two integrals are $\int_0^\infty e^{-z^2/4}dz=\sqrt\pi$ and $\int_0^\infty ze^{-z^2/4}dz=2$, which gives (7). $\square$

At $Sc=10^{-4}$ the computed ratio $K/\sqrt{Sc/\pi}$ is 0.9904. Equation (7) predicts $1/(1+\beta\sqrt{Sc/\pi})=0.9904$ as well.

Most of the reactant layer then moves at the full speed $U$, and the leading flux is $c_\infty\sqrt{DU/(\pi x)}$, independent of viscosity. A cube-root law overestimates transfer here because $Sc^{1/3}$ falls more slowly than $Sc^{1/2}$. Thinness of the reactant layer also becomes the stricter condition: it requires $Re\,Sc\gg1$, not merely $Re\gg1$.

## The deposition example

The chosen parameters are $T=600$ K, $\nu=1.0\times10^{-4}$ m²/s, $D=5.0\times10^{-5}$ m²/s, $U=1.0$ m/s and $L=0.10$ m. The precursor partial pressure is $p_r=10$ Pa. Each precursor molecule adds one formula unit to a film of molar volume $V_m=1.0\times10^{-5}$ m³/mol. Gas and plate share one temperature, as constant properties require.

The ideal-gas law gives $c_\infty=p_r/(RT)=2.0045\times10^{-3}$ mol/m³. At the plate end,

$$
Re=\frac{(1.0)(0.10)}{1.0\times10^{-4}}=1000,\qquad
Sc=\frac{1.0\times10^{-4}}{5.0\times10^{-5}}=2.
$$

With $K=0.4223$, $Sh=0.4223\sqrt{1000}=13.35$. The 0.332 rule gives 13.23, about 1% lower. The transfer coefficient and flux are

$$
k=\frac{Sh\,D}{L}=6.677\times10^{-3}\ \text{m/s},
$$

$$
j=kc_\infty=1.3385\times10^{-5}\ \text{mol/(m² s)}.
$$

The growth rate is $jV_m=1.3385\times10^{-10}$ m/s, or 8.03 nm/min. At $x=2.5$ cm, $Re=250$ and $Sh=6.68$. The Sherwood number is halved, but $k=Sh\,D/x$ doubles because $x$ is four times smaller. Growth is therefore faster upstream although $Sh$ is lower there.

The velocity reaches $0.99U$ at $\eta=4.910$, which at the end of the plate is a height of 15.5 mm above the surface. The equivalent diffusion film, $x/Sh$, is 7.5 mm thick. It is the distance over which the wall concentration gradient, if continued in a straight line, would reach $c_\infty$; it is not a 99% thickness.

**Remark (pressure).** Suppose $T$, the precursor mole fraction and the mass flow per unit area are fixed, and take $\nu$ and $D$ inversely proportional to total pressure $p$, as for a dilute gas. Then $U\propto1/p$, so $U/\nu$ and $Sc$ stay fixed while $k\propto D\propto1/p$. Since $c_\infty\propto p$, the flux $kc_\infty$ does not change. Lower pressure speeds diffusion but reduces the reactant concentration in the same proportion. This holds only while assumption 4 does. Because $k$ grows as $1/p$, a surface with a finite first-order rate constant $k_s$ becomes limiting at low enough pressure, and the flux then tends to $k_sc_\infty$, which falls with $p$.

## Where the assumptions end

**Leading edge.** The flux in (2) diverges as $x^{-1/2}$, but the thin-layer equations fail when $Re$ is of order 1. In the example that is $x\sim\nu/U=0.1$ mm. The predicted uptake up to $x$ is the fraction $\sqrt{x/L}$ of the total, about 3% for this strip. The divergence itself therefore contributes little to the average. Assumption 2 is nevertheless only moderately met in the example: the 99% velocity layer, $4.910\,x/Re^{1/2}$, is $0.31x$ at 2.5 cm and $0.16x$ at 10 cm, and it equals $x$ at $Re\approx24$, or 2.4 mm, a strip that carries about 16% of the predicted uptake. The error this causes is not computed here. The solution also describes a plate that continues beyond $x=L$; a free trailing edge changes the flow just upstream of it, so the value at 10 cm does not apply to the very end of a plate that stops there. The growth rates are values of this model, and their printed digits do not measure its accuracy.

**Finite surface reaction.** If the surface consumes reactant at a rate $k_sc_w$, where $c_w$ is the wall concentration, complete absorption requires $k_s\gg k$. Because $k$ increases towards the leading edge, this condition fails first there. The wall concentration then varies with $x$, and $\varphi(\eta)$ alone no longer describes the layer.

**Dilution.** Let the precursor have free-stream mass fraction $w_\infty$, and let all its mass be deposited with no gaseous product returned. To first order in $w_\infty$, the gas velocity into the wall is its diffusive mass flux divided by gas density:

$$
|v_w|=w_\infty DK\sqrt{\frac{U}{\nu x}}
=\frac{w_\infty K}{Sc}\sqrt{\frac{\nu U}{x}}.
$$

For $w_\infty=0.001$ in the example, this is $2.45\times10^{-4}$ of the edge outflow. Its effect on transfer can be estimated from (4), which now requires $f(0)=2w_\infty K/Sc$. This adds $-w_\infty K\eta$ to the exponent in (2). Across the reactant layer $\eta\sim1/K$, so the direct relative change in $Sh$ is of order $w_\infty$. Solving (1) and (5) with this $f(0)$ gives an increase of 0.06% from the direct term and 0.07% once the accompanying rise of $f''(0)$ is included.

**Channel walls.** A plate in a channel needs an undisturbed core. The slowed gas displaces the core by

$$
\int_0^\infty\left(1-\frac uU\right)dy
=\sqrt{\frac{\nu x}{U}}\lim_{\eta\to\infty}(\eta-f)
=\beta\sqrt{\frac{\nu x}{U}},
$$

or 5.4 mm at the plate end. The available half-height must be much larger than this for $U$ to remain nearly constant, and the layers on opposite walls must not meet.

## A check without the similarity variable

The reduction to $\eta$ was tested by integrating equations (3) directly in $x$ and $y$ from a uniform inlet, in units with $U=\nu=1$. At $x=1$ the wall shear coefficient was 0.3323, against 0.33206 from Lemma 2, and the edge outflow was 0.8604 by both routes.

For $Sc=0.7$, the values of $K$ recovered at $x=0.25$ and $x=1$ were 0.2925 and 0.2930, against 0.2927 from (2). For $Sc=10$ they were 0.7231 and 0.7271, against 0.7281. The uptake between the two positions agreed with the integrated $x^{-1/2}$ law to 0.05% and 0.35%, respectively. At $Sc=10$ the difference in $K$ falls from 0.7% at $x=0.25$ to 0.1% at $x=1$; its cause was not tested separately.

This comparison tests the similarity solution of the boundary-layer equations. It does not test the neglect of streamwise diffusion, since both calculations make that approximation. The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
g'(inf) for g''(0)=1: 2.08541
Blasius f''(0): 0.33206
edge outflow v/sqrt(nu U/x): 0.8604
eta where u = 0.99 U: 4.910
large-Sc coefficient A: 0.33872
Sc*(A Sc^(1/3)/K - 1) at Sc=100: 0.02220; 1/45 = 0.02222
K/sqrt(Sc/pi) at Sc=0.0001: 0.9904
Sc, K, K/Sc^(1/3), error of 0.332 rule in %
0.01, 0.0516, 0.2395, +38.65
0.1, 0.1400, 0.3017, +10.05
0.6, 0.2770, 0.3284, +1.11
1, 0.3321, 0.3321, -0.02
2, 0.4223, 0.3352, -0.95
10, 0.7281, 0.3380, -1.77
100, 1.5718, 0.3386, -1.96
1000, 3.3871, 0.3387, -1.98
largest rule error, Sc 0.6 to 10000: 1.98 %
direct march: wall shear 0.3323, outflow 0.8604
march Sc=0.7: K at x=0.25 0.2925, at x=1 0.2930
  similarity K 0.2927, uptake march/formula 1.0005
march Sc=10: K at x=0.25 0.7231, at x=1 0.7271
  similarity K 0.7281, uptake march/formula 0.9965
example temperature: 600 K
kinematic viscosity: 1.0e-04 m^2/s
diffusivity: 5.0e-05 m^2/s
speed: 1.0 m/s; plate length: 0.10 m
precursor partial pressure: 10 Pa
film molar volume: 1.0e-05 m^3/mol
Schmidt number: 2.00; K: 0.4223
free-stream concentration: 2.0045e-03 mol/m^3
x = 0.025 m: Re 250, Sh 6.677
  transfer coefficient 1.3355e-02 m/s
  flux 2.6770e-05 mol/(m^2 s), growth 16.062 nm/min
x = 0.100 m: Re 1000, Sh 13.355
  transfer coefficient 6.6773e-03 m/s
  flux 1.3385e-05 mol/(m^2 s), growth 8.031 nm/min
Sh at plate end from 0.332 rule: 13.228
plate-average growth: 16.062 nm/min
velocity layer (99%) at end: 15.53 mm
diffusion film x/Sh at end: 7.49 mm
chosen precursor mass fraction: 0.001
wall suction / edge outflow: 2.45e-04
```
